\section*{Convexity, uniqueness and E(N) in Thomas-Fermi theory}

\section{What is missing without convexity}

Suppose a Thomas--Fermi equation has been solved for an atom. The solution makes the energy stationary, but this alone does not say that it is a minimum, or that no other density does better. Assuming spherical symmetry for an atom might even exclude the lowest density. A search for 24 electrons around a nucleus of charge 21 raises another difficulty: the energy approaches its infimum while three electrons drift away, and no density with 24 electrons attains it.

Convexity settles the first questions, and a separate compactness argument settles existence. I use Hartree atomic units, fixed nuclei and no spin polarisation, and omit the constant nuclear repulsion. Densities satisfy $\rho\ge0$.

\section{First case: one nucleus, no repulsion}

Take
\begin{equation}
E_0[\rho]=C\int\rho^{5/3}-\int\frac Zr\rho,\qquad C=\tfrac3{10}(3\pi^2)^{2/3}.
\end{equation}
For $\mu>0$, minimise $C\rho^{5/3}-(Z/r-\mu)\rho$ separately at each point. Its second derivative in $\rho$ is $\frac{10}{9}C\rho^{-1/3}>0$, so the minimum is unique:
\begin{equation}
\tfrac53C\rho^{2/3}=[Z/r-\mu]_+,\qquad [a]_+=\max(a,0).
\end{equation}
Integrating the pointwise inequality shows that this $\rho$ minimises $E_0+\mu\int\rho$, and hence $E_0$ among densities with the same $N=\int\rho$. Since $\frac53C=\frac12(3\pi^2)^{2/3}$, we have $\rho=[2(Z/r-\mu)]_+^{3/2}/(3\pi^2)$. With edge radius $R=Z/\mu$ and $u=r/R$,
\begin{equation}
N=\frac{4(2ZR)^{3/2}}{3\pi}\int_0^1u^{1/2}(1-u)^{3/2}du
=\frac{1}{12}\left(\frac{2Z^2}{\mu}\right)^{3/2},
\end{equation}
because the integral is $\pi/16$. Thus $\mu=2Z^2(12N)^{-2/3}$. A small change of $N$ changes the energy by $\int(\frac53C\rho^{2/3}-Z/r)\,d\rho=-\mu\,dN$, so from $E_0(0)=0$,
\begin{equation}
E_0(N)=-6\,(12)^{-2/3}Z^2N^{1/3}=-(3/2)^{1/3}Z^2N^{1/3}.
\label{bare}
\end{equation}
This energy is convex and decreases for every $N$. Without repulsion there is no limit to the number of bound electrons.

\section{Adding repulsion: is it convex?}

For several nuclei let $V(x)=\sum_kZ_k/|x-R_k|$, $Z=\sum_kZ_k$, and
\begin{align}
E[\rho]&=C\int\rho^{5/3}-\int V\rho+D[\rho,\rho],\\
D[f,g]&=\frac12\iint\frac{f(x)g(y)}{|x-y|}\,dx\,dy.
\end{align}
The densities lie in $L^1\cap L^{5/3}$: finite charge and finite kinetic energy. Write $\|\rho\|=(\int\rho^{5/3})^{3/5}$. The part of $1/|x|$ inside the unit ball lies in $L^{5/2}$, since $\int_0^14\pi r^2r^{-5/2}dr=8\pi$; the rest is at most 1. H\"older's inequality gives
\begin{equation}
\Phi(x)=\int\frac{\rho(y)}{|x-y|}dy\le(8\pi)^{2/5}\|\rho\|+\int\rho .
\label{bound}
\end{equation}
All terms of $E$ are therefore finite. The same splitting shows that $\Phi$ is continuous, because translations are continuous in $L^{5/3}$ and $L^1$. It also vanishes at infinity: the charge near a distant $x$ tends to zero in both norms, and charge farther than $S$ from $x$ contributes at most $\int\rho/S$.

A positive kernel does not by itself make a quadratic form positive. Let a kernel be 1 for separations below 1.5 and 0 beyond, and put charges $+1,-1,+1$ at $0,1,2$. The three diagonal terms give $3$, the two neighbouring pairs give $-4$, and the form is $-1$. What matters is the Fourier transform.

Let $f$ be a real difference of two admissible densities and $\hat f(k)=\int f(x)e^{-ik\cdot x}dx$. Two Gaussian formulas are needed:
\begin{align}
\frac1r&=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2r^2}ds,\\
e^{-s^2|x|^2}&=\int\frac{d^3k}{(2\pi)^3}\frac{\pi^{3/2}}{s^3}e^{-k^2/4s^2}e^{ik\cdot x}.
\end{align}
Insert them in $D[f,f]$. The real-space integrals may be exchanged since $D[|f|,|f|]$ is finite, and the $k$ and $s$ integrals since their integrand is non-negative. The $x$ and $y$ integrals produce $|\hat f(k)|^2$. With $v=s^{-2}$, $dv=-2s^{-3}ds$, the remaining factor is
\begin{equation}
\frac2{\sqrt\pi}\pi^{3/2}\int_0^\infty\frac{e^{-k^2/4s^2}}{s^3}ds
=\pi\int_0^\infty e^{-k^2v/4}dv=\frac{4\pi}{k^2}.
\end{equation}
Hence
\begin{equation}
D[f,f]=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\hat f(k)|^2\ge0.
\label{fourier}
\end{equation}
If it vanishes, $\hat f=0$ almost everywhere. As $f\in L^1$, $\hat f$ is continuous, so it vanishes everywhere and $f=0$ almost everywhere. At small $k$ the volume element $k^2dk$ cancels $1/k^2$, so a net charge causes no divergence.

For a combination of six normalised s-type Gaussians on three non-collinear centres, with coefficients of both signs, analytic real-space integrals and numerical quadrature of \eqref{fourier} both give $D=2.28656$ Ha.

\section{The convexity gap and uniqueness}

Let $0<t<1$, $\delta=\rho_1-\rho_0$ and $\rho_t=\rho_0+t\delta$. By bilinearity,
\begin{align}
D[\rho_t,\rho_t]&=D[\rho_0,\rho_0]+2tD[\rho_0,\delta]+t^2D[\delta,\delta],\\
(1-t)D[\rho_0,\rho_0]+tD[\rho_1,\rho_1]&=D[\rho_0,\rho_0]+2tD[\rho_0,\delta]+tD[\delta,\delta].
\end{align}
Subtract the first line from the second. The attraction is linear and drops out of the full gap:
\begin{multline}
(1-t)E[\rho_0]+tE[\rho_1]-E[\rho_t]\\
=C\!\int\!\left[(1-t)\rho_0^{5/3}+t\rho_1^{5/3}-\rho_t^{5/3}\right]+t(1-t)D[\delta,\delta].
\label{gap}
\end{multline}
Both terms are positive if $\rho_0\ne\rho_1$ on a set of positive measure. This is strict convexity.

As an example with $Z=21$, take $\rho_i=n_ia_i^3e^{-a_ir}/(8\pi)$ with $n_0=10$, $a_0=6$, $n_1=18$, $a_1=3$ and $t=0.3$. Radial quadrature gives a kinetic gap of $5.987$ Ha, and the Fourier formula gives $t(1-t)D[\delta,\delta]=5.381$ Ha. Their sum, $11.368$ Ha, is also the gap found by evaluating the whole functional at the three densities.

If two different densities minimised $E$ on a convex set, their midpoint would lie in the set with lower energy, a contradiction. So there is at most one minimiser. For a single atom, rotating a minimiser gives another; uniqueness makes them equal, so the density is spherical.

A limit shows what this does not prove. Spread a fixed difference $\delta$ over a length $L$, as $L^{-3}\delta(x/L)$. Its Coulomb energy scales as $L^{-1}$ and vanishes as $L\to\infty$, although it is never zero. Charge can escape at vanishing cost, so existence needs its own argument.

\section{Existence when charge may be missing}

Let $K_N$ be the convex set of admissible densities with $\int\rho\le N$. Apply the splitting of $1/|x|$ to each nucleus and drop $D\ge0$:
\begin{equation}
E[\rho]\ge C\|\rho\|^{5/3}-(8\pi)^{2/5}Z\|\rho\|-ZN.
\end{equation}
The first term dominates at large $\|\rho\|$. Thus $E$ is bounded below on $K_N$, and a minimising sequence $\rho_n$ has bounded norm. A subsequence converges weakly in $L^{5/3}$ to some $\rho$: integrals against fixed $L^{5/2}$ functions converge. The limit is non-negative, and its charge in any ball is at most $N$, so $\rho\in K_N$.

For the kinetic term, a convex function lies above its tangent:
\begin{equation}
\int\rho_n^{5/3}\ge\int\rho^{5/3}+\frac53\int\rho^{2/3}(\rho_n-\rho).
\end{equation}
Since $\rho^{2/3}\in L^{5/2}$, the last integral tends to zero. For the attraction, $V$ restricted to a large ball lies in $L^{5/2}$, and outside it $V\le\varepsilon$ contributes at most $\varepsilon N$. Hence $\int V\rho_n\to\int V\rho$. The same argument applies to the potential $\Phi$ of the limit $\rho$. For the repulsion, $D[\rho_n-\rho,\rho_n-\rho]\ge0$ gives
\begin{equation}
D[\rho_n,\rho_n]\ge2D[\rho_n,\rho]-D[\rho,\rho]
=\int\Phi\rho_n-D[\rho,\rho]\to D[\rho,\rho].
\end{equation}
Therefore $E[\rho]\le\lim E[\rho_n]$, and $\rho$ is a minimiser. By strict convexity it is the unique one; call it $\rho_N$.

\section{From the minimiser to \texorpdfstring{$E(N)$}{E(N)}}

Define $E(N)$ as the infimum of $E[\rho]$ over $\int\rho=N$. Since these densities belong to $K_N$, $E(N)\ge E[\rho_N]$. For the reverse inequality, let $m=N-\int\rho_N$ and add this missing charge as a uniform ball $\sigma$ of radius $L$. Its potential nowhere exceeds $3m/(2L)$, so the added repulsion obeys
\begin{equation}
2D[\rho_N,\sigma]+D[\sigma,\sigma]\le\frac{3mN}{2L}+\frac{3m^2}{4L}.
\end{equation}
The added attraction is negative. Also $\|\rho_N+\sigma\|\le\|\rho_N\|+\|\sigma\|$ with $\|\sigma\|\propto L^{-6/5}$, so the kinetic cost vanishes too. Letting $L\to\infty$ gives
\begin{equation}
E(N)=\min_{\rho\in K_N}E[\rho]=E[\rho_N].
\end{equation}

For a neutral exponential density of 21 electrons, $a=4$, around $Z=21$, adding three electrons distributed as $e^{-r/L}$ costs $0.151$, $0.0141$ and $0.0014$ Ha for $L=10$, $100$ and $1000$ bohr, close to a $1/L$ law.

If $N_0<N_1$, then $K_{N_0}\subset K_{N_1}$, so $E(N_1)\le E(N_0)$: the energy is non-increasing. For $N_t=(1-t)N_0+tN_1$, the mixture of the two minimisers belongs to $K_{N_t}$, and
\begin{equation}
E(N_t)\le E[(1-t)\rho_{N_0}+t\rho_{N_1}]\le(1-t)E(N_0)+tE(N_1).
\label{convexN}
\end{equation}
The energy is convex in $N$.

The first case returns as a limit for one nucleus. Let $\rho^0$ be its minimiser without repulsion. Then $E_0(N)\le E(N)\le E_0(N)+D[\rho^0,\rho^0]$. Its radius scales as $R=Z/\mu\propto N^{2/3}/Z$, so $D\propto N^2/R\propto ZN^{4/3}$. Relative to $E_0\propto Z^2N^{1/3}$ this is of order $N/Z$: strongly ionised atoms in this model approach \eqref{bare}.

\section{How many electrons stay?}

Fix $N>0$, write $\rho=\rho_N$, and define
\begin{equation}
\varphi=V-\Phi,\qquad\psi=\tfrac53C\rho^{2/3}-\varphi .
\end{equation}
For any $\sigma\in K_N$, moving from $\rho$ towards $\sigma$ cannot lower $E$. The derivative at the start of the segment gives $\int\psi(\sigma-\rho)\ge0$; differentiation under the kinetic integral is allowed because the difference quotient is bounded by $\frac53\max(\rho,\sigma)^{2/3}|\sigma-\rho|$, which is integrable. So $\rho$ minimises the linear expression $\int\psi\sigma$ over $K_N$.

The lowest value of that expression is found by concentrating $\sigma$ where $\psi$ is nearly lowest, or by taking $\sigma=0$. It is $-\mu N$, where $-\mu=\min(0,\operatorname{ess\,inf}\psi)$. Thus $\int\psi\rho=-\mu N$, or
\begin{equation}
\int(\psi+\mu)\rho+\mu\left(N-\int\rho\right)=0.
\end{equation}
Neither term is negative, so both vanish. Where $\rho>0$, $\psi=-\mu$; where $\rho=0$, $\psi\ge-\mu$ means $\varphi\le\mu$. Together,
\begin{equation}
\tfrac53C\rho^{2/3}=[\varphi-\mu]_+,\qquad\mu\left(N-\int\rho\right)=0,\qquad\mu\ge0.
\label{el}
\end{equation}

The multiplier is minus the slope of $E(N)$. For $\sigma\in K_{N'}$, convexity gives $E[\sigma]\ge E[\rho]+\int\psi(\sigma-\rho)$, and $\int\psi\sigma\ge-\mu N'$. Hence $E(N')\ge E(N)-\mu(N'-N)$. Conversely, $(1+\epsilon)\rho\in K_{N(1+\epsilon)}$ for small $\epsilon$ of either sign, so
\begin{equation}
E(N+\epsilon N)\le E(N)+\epsilon\int\psi\rho+O(\epsilon^2)=E(N)-\mu\epsilon N+O(\epsilon^2).
\end{equation}
The two bounds give $E'(N)=-\mu$.

\textbf{At most $Z$ electrons.} Let $A$ be the set where $\varphi<0$. It is open and excludes neighbourhoods of the nuclei, where $\varphi\to+\infty$. On $A$, \eqref{el} gives $\rho=0$, so $\varphi$ is harmonic there. It vanishes on the boundary of $A$ and at infinity, so the minimum principle gives $\varphi\ge0$ in $A$. Hence $A$ is empty. Average $\varphi$ over a sphere of radius $r$ enclosing all nuclei. The average of $1/|x-y|$ is $1/\max(r,|y|)$, so
\begin{equation}
0\le r\langle\varphi\rangle_r=Z-\int\rho(y)\min(1,r/|y|)\,dy .
\label{mean}
\end{equation}
As $r\to\infty$ this becomes $\int\rho\le Z$.

\textbf{No fewer than allowed.} Suppose $\int\rho<\min(N,Z)$. Then $\mu=0$ by \eqref{el}, and \eqref{mean} gives $\langle\varphi\rangle_r\ge q/r$ with $q=Z-\int\rho>0$. Since $a\mapsto a_+^{3/2}$ is convex, Jensen's inequality gives
\begin{equation}
\langle\rho\rangle_r=\left(\frac3{5C}\right)^{3/2}\langle\varphi_+^{3/2}\rangle_r
\ge\left(\frac{3q}{5Cr}\right)^{3/2}.
\end{equation}
The charge integral then contains $\int^\infty r^2r^{-3/2}dr$, which diverges: a contradiction. Hence $\int\rho_N=\min(N,Z)$.

On $[0,Z]$, different $N$ now have different minimisers, so the second inequality in \eqref{convexN} is strict. There $E(N)$ is strictly convex, and being non-increasing it is strictly decreasing. For $N>Z$, $\rho_N$ already lies in $K_Z$, so $\rho_N=\rho_Z$ and $E(N)=E(Z)$. No density with $\int\rho=N>Z$ attains the infimum. The absence of negative ions is a property of this model, not a statement about real atoms.

The proof relies on the local term being convex. Adding $-c\rho^{4/3}$ with $c>0$, the form of local exchange, changes its second derivative to $\frac{10}{9}C\rho^{-1/3}-\frac49c\rho^{-2/3}$, which is negative at small $\rho$. The argument above then no longer applies.

\section{A numerical example: \texorpdfstring{$Z=21$}{Z=21}}

Set $Z=21$ and compute $E(N)$ in two ways. The first minimises the functional over 160 shells reaching 100 bohr, with $\rho\propto r^{-3/2}$ inside each shell and a further shell at infinity where charge costs nothing. A logarithmic barrier and Newton steps keep the charges positive. Restricting the density makes these energies upper bounds.

The second solves \eqref{el}. Put $\varphi-\mu=Z\chi/r$. Away from the nucleus $\nabla^2\varphi=4\pi\rho$, so
\begin{equation}
\frac Zr\frac{d^2\chi}{dr^2}=\frac{4}{3\pi}\left(\frac{2Z\chi}{r}\right)^{3/2}.
\end{equation}
With $r=bx$ and $b=\frac12(3\pi/4)^{2/3}Z^{-1/3}$ this is $\chi''=\chi^{3/2}/\sqrt x$, $\chi(0)=1$. For an ion $\chi$ vanishes at the edge $r_0$, where $\mu=\varphi(r_0)=(Z-N)/r_0$. The initial slope is found by shooting; the neutral atom is the limit $r_0\to\infty$. Energies and $\mu$ in Ha are:

\begin{center}
\begin{tabular}{rrrr}
$N$ & shells & equation & $\mu$\\
3 & $-685.31$ & $-685.37$ & 62.37\\
6 & $-813.09$ & $-813.16$ & 28.97\\
9 & $-877.14$ & $-877.20$ & 15.29\\
12 & $-910.90$ & $-910.96$ & 7.89\\
15 & $-927.50$ & $-927.55$ & 3.55\\
18 & $-934.04$ & $-934.09$ & 1.06\\
21 & $-935.27$ & $-935.32$ & 0.00\\
24 & $-935.27$ & --- & ---
\end{tabular}
\end{center}

The shell energies lie above the others by less than $0.1$ Ha. Successive additions of three electrons lower the shell energy by $127.8$, $64.0$, $33.8$, $16.6$, $6.5$ and $1.2$ Ha, then by nothing: decreasing gains are convexity. With 24 electrons allowed, the shells within 100 bohr hold $21.00$ and the rest sit at infinity. The neutral energy of the model is $-935.3$ Ha; these digits serve to compare the two calculations and are not a prediction for a real atom.

For $N=15$ the edge is at $1.690$ bohr, so $\mu=(21-15)/1.690=3.55$ Ha. A central difference of the energies from the differential equation at $N=15\pm0.02$ gives $dE/dN=-3.55$ Ha, as derived.

Finally, mix the shell minimisers for 9 and 21 electrons equally. The mixture holds $(9+21)/2=15$ electrons, and \eqref{convexN} reads
\begin{equation}
-927.50<-920.98<\tfrac12(-877.14-935.27)=-906.20\ \text{Ha}.
\end{equation}
The right-hand gap, $14.8$ Ha, is the convexity gap \eqref{gap}. The left-hand gap, $6.5$ Ha, is what the mixture gains by relaxing to the unique minimiser for 15 electrons.
